# Conductance and Shot Noise of Two Two-Channel Spin Devices

## Problem

A conductor joins two leads through one orbital mode. The mode carries two spin states, so there are two channels. Let $t$ be the $2\times2$ matrix that takes incoming spin amplitudes on the left to transmitted amplitudes on the right, and let $T_1,T_2$ be the eigenvalues of $t^\dagger t$. Device A has eigenvalues $(1,0)$; device B has $(1/2,1/2)$.

The electrons do not interact, scattering is elastic and phase-coherent, and $t$ is constant over the bias window. The temperature is zero, the left lead lies higher in electron energy by $eV>0$, and $e$ is the magnitude of the electron charge. If charge $Q$ passes in a long time $\tau$, define

$$I=\frac{\langle Q\rangle}{\tau},\qquad S=\frac{2\,\mathrm{Var}(Q)}{\tau},\qquad F=\frac{S}{2eI}.$$

Rare independent transfers have Poisson statistics, $\mathrm{Var}(Q)=e\langle Q\rangle$, and so $F=1$.

(a) Find the conductance of each device.

(b) Find the Fano factor $F$ of each device.

(c) At a bias of 0.20 mV, how much does the number of electrons passed in 1 µs fluctuate?

(d) How closely can a point contact in a magnetic field realize the two devices?

## Hints

1. Build wave packets from the states in an energy window of width $eV$. What delay makes successive packets orthogonal?
2. Each time slot brings in two electrons, one per spin state. Write their antisymmetric state and ask how many are found on the right.
3. Express the mean and variance through $M=t^\dagger t$, then diagonalize $M$.

## Full solution

### The supply of electrons

States below both Fermi levels are filled on both sides. Scattering is unitary, so it sends these full incoming states into full outgoing states and transfers no net charge. Only the window of width $eV$ matters: it is filled from the left and empty from the right.

For each spin, superpose the incoming states of the window with phases $e^{-iEn\tau_0/\hbar}$, where $n$ is an integer. These are copies of one packet, delayed by $n\tau_0$. Their normalized overlap is

$$\frac1{eV}\int_0^{eV}dE\,e^{iE(n-m)\tau_0/\hbar}.$$

It vanishes for $n\ne m$ if $\tau_0=h/(eV)$. The phases then form a Fourier basis on the window, so filling the window is the same as filling every packet. Each channel supplies one electron per time $h/(eV)$. This regular supply follows from the Pauli principle and zero temperature.

### Counting in one slot

Let $\phi_1,\phi_2$ be the two scattered one-electron states of a slot, and let $P_R$ project onto the right lead. Since $t$ gives the transmitted amplitudes,

$$\langle\phi_i|P_R|\phi_j\rangle=(t^\dagger t)_{ij}=M_{ij}.$$

The two electrons occupy

$$\Psi=\frac{\phi_1(1)\phi_2(2)-\phi_2(1)\phi_1(2)}{\sqrt2}.$$

The probability that both are on the right consists of direct terms minus exchange terms:

$$p_2=M_{11}M_{22}-M_{12}M_{21}=\det M=T_1T_2.$$

The mean number transmitted is $\langle n\rangle=\mathrm{Tr}M=T_1+T_2$. Since also $\langle n\rangle=p_1+2p_2$,

$$p_1=T_1+T_2-2T_1T_2,\qquad p_0=1-p_1-p_2=(1-T_1)(1-T_2).$$

These are the probabilities for two independent trials with success probabilities $T_1$ and $T_2$. The variance is

$$\begin{aligned}
\mathrm{Var}(n)&=p_1+4p_2-(T_1+T_2)^2\\
&=T_1+T_2+2T_1T_2-(T_1+T_2)^2\\
&=T_1(1-T_1)+T_2(1-T_2).
\end{aligned}$$

In matrix form this is $\mathrm{Tr}M(1-M)$. For constant $t$, packets of different slots remain orthogonal after projection onto the right lead. The exchange terms between slots therefore vanish, and the variances of the slots add.

### (a) Conductance

There are $eV/h$ slots per unit time, hence

$$I=e\,\frac{eV}{h}(T_1+T_2),\qquad G=\frac IV=\frac{e^2}{h}(T_1+T_2).$$

The prefactor is $e^2/h$, without a factor 2, because the spins are counted separately. Both devices have $T_1+T_2=1$ and therefore $G=e^2/h=38.74$ µS, a resistance of 25.81 kΩ.

### (b) Fano factor

The noise definition gives

$$S=2e^2\frac{eV}{h}\sum_nT_n(1-T_n),\qquad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n}.$$

For the two devices,

$$F_A=\frac{1\cdot0+0\cdot1}{1}=0,\qquad
F_B=\frac{\frac14+\frac14}{1}=\frac12.$$

Device A passes one electron in every slot: $(p_0,p_1,p_2)=(0,1,0)$. Device B has $(1/4,1/2,1/4)$. The mean is one in both cases, but in B the number varies from slot to slot.

A direct time evolution supports this counting. A filled chain of 200 sites was released into an empty one of equal length, through a junction with energy-independent transmission. Between times 48 and 96, in units of $\hbar$ divided by the hopping energy, both devices transmitted 1.000 electron per slot. The Fano factors were 0.001 for A and 0.5005 for B, close to the long-time values 0 and 1/2.

### (c) Numbers at 0.20 mV

The current is $I=38.74\ \mu\mathrm S\times0.20\ \mathrm{mV}=7.75$ nA in both devices. The attempt rate is $eV/h=48.36$ GHz per channel, so 1 µs contains 48,360 slots. Each device passes 48,360 electrons on average. Keeping only the variance that grows in proportion to time, the standard deviations are

$$\sigma_A=0,\qquad \sigma_B=\sqrt{48360\times\tfrac12}\approx155.5.$$

The spread in B is about 0.3% of the mean. Its noise is $S=2eI\times\frac12=1.24\times10^{-27}$ A²/Hz. The zero for A leaves out a remainder that grows only logarithmically with time. If counting starts and stops sharply, the electrons of the bias window alone give A a spread of about 1.2 electrons in 1 µs, still far below that of B.

### (d) A point contact as a switchable spin filter

Model the contact as a parabolic barrier, $U(x)=-\frac12m\omega^2x^2$, with energy $E$ measured from its top. Put $\xi=x\sqrt{m\omega/\hbar}$ and $\varepsilon=E/(\hbar\omega)$. At large $\xi$ the local wave number is $\sqrt{\xi^2+2\varepsilon}\approx\xi+\varepsilon/\xi$, so the transmitted wave, with amplitude $t_b$, is

$$\psi\simeq t_b\,\xi^{\,i\varepsilon-1/2}e^{i\xi^2/2}.$$

Continue it to negative $\xi$ through the upper half-plane, $\xi=|\xi|e^{i\theta}$ with $\theta$ from 0 to $\pi$. This term decays for $\theta<\pi/2$ and dominates for $\pi/2<\theta<\pi$, so its coefficient can be followed to the negative axis. There it is the reflected wave, with amplitude

$$r_b=t_b\,(e^{i\pi})^{i\varepsilon-1/2}=-i\,t_b\,e^{-\pi\varepsilon}.$$

With $|r_b|^2+|t_b|^2=1$ this gives

$$T(E)=\frac1{1+e^{-2\pi E/\hbar\omega}}.$$

Place the Fermi level at the barrier top. Without a field both spins have $T=1/2$, which is device B. An in-plane field moves the two spin barriers by equal amounts in opposite directions. Take $|g|=10$, a field of 6 T and $\hbar\omega=1.5$ meV. The Zeeman splitting is 3.47 meV, and the eigenvalues become 0.9993 and 0.0007, close to device A.

The conductance stays at $e^2/h$ because $T(E)+T(-E)=1$. This requires the Fermi level, taken as the centre of the bias window, to be held midway between the two barrier tops. The field-off state is the sensitive one: an offset of 0.10 meV changes its conductance by about 20%, but changes the field-on value by less than 0.1%. At the Fermi level $F$ falls from 0.500 to 0.0014. Averaging over a 0.20 meV window centred on this level changes these values to 0.493 and 0.0014.

The parameters are round values in the rough regime of an InAs quantum-well contact. Further estimates, for equally rough material values, are as follows.

- The Zeeman splitting polarizes the leads by about 4%.
- For a Rashba parameter $\alpha=0.01$ eV nm, the spin-orbit energy $m\alpha^2/(2\hbar^2)$ is about 0.02 meV. The spin splitting $2\alpha k$ grows with the wave number $k$, however, and at the Fermi wave number of the leads it is comparable to the Zeeman splitting. The parabolic model omits this coupling. In a one-dimensional model with a finite smooth barrier and uniform $\alpha$, the field-on eigenvalues stay at 0.9993 and 0.0007 for either in-plane field direction, because $k$ is small near the barrier top. At zero field the coupling lowers the barrier top by the spin-orbit energy, which raises $G$ by about 4% unless the gate corrects it. Mixing of transverse modes is not included in this estimate.
- The diamagnetic shift is about 0.4 meV for a 10 nm well with infinite walls and mass $0.026\,m_e$; if the gate did not correct it, it would give $G=0.996\,e^2/h$ and $F=0.004$. Finite barriers spread the wave function and enlarge the shift. With the same mass throughout, it is about 0.6, 0.8 and 1.3 meV for barrier heights of 1.35, 0.5 and 0.2 eV, and the uncorrected $F$ would be about 0.009, 0.02 and 0.13.
- A series resistance of 500 Ω would take 1.9% of the voltage.

Real contacts also have electron interactions, which the model omits. They can alter the zero-field eigenvalues, and their size is not computed here. Variation 1 shows what a given change would do to the noise.

## Variation 1: a tilted or imperfect filter

**Question.** A filter passes only spin along $x$. What are its transmission probabilities for spin up and down along $z$, and is it noisy? What is $F$ for a partial filter with $T_1+T_2=1$?

**Solution.** In the $z$ basis,

$$t=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad M=t^\dagger t=t.$$

Up and down are each transmitted with probability $1/2$, as in device B. But $M^2=M$, so $\mathrm{Tr}M(1-M)=0$ and $F=0$. The eigenvalues are 1 and 0, with eigenvectors $(1,1)$ and $(1,-1)$. Using the diagonal probabilities as if they were eigenvalues would give $F=1/2$; it omits the exchange term $M_{12}M_{21}$.

For the partial filter put $T_{1,2}=(1\pm P)/2$ with $0\le P\le1$. Since $1-T_1=T_2$,

$$F=2T_1T_2=\frac{1-P^2}{2},\qquad P=\sqrt{1-2F}.$$

For unpolarized leads, the transmitted spin state is proportional to $tt^\dagger$, which has the same eigenvalues $T_1,T_2$. Thus $P$ is the spin polarization of the transmitted current. Under the stated assumptions, noise determines a polarization that the conductance leaves open. For example, eigenvalues $(0.7,0.3)$ give $P=0.4$ and $F=0.42$ instead of $0.50$. At zero field, time-reversal symmetry forces $T_1=T_2$ in a single mode between two leads, so such a pair would require that symmetry to be broken, for instance by a spontaneous spin polarization.

## Variation 2: finite temperature

**Question.** How does the noise change at temperature $\Theta$, and can the devices still be told apart?

**Solution.** First take one eigenchannel at energy $E$, with lead occupations $f_L,f_R$. If both inputs are full, both outputs are full and no net charge passes. A net transfer to the right has probability $p_+=Tf_L(1-f_R)$, and one to the left has $p_-=Tf_R(1-f_L)$. The variance is

$$p_++p_--(p_+-p_-)^2=T(f_L+f_R-2f_Lf_R)-T^2(f_L-f_R)^2.$$

Write $A=f_L(1-f_R)$ and $B=f_R(1-f_L)$. Fermi functions obey $A/B=e^{eV/k\Theta}$, and $A-B=f_L-f_R$. Therefore

$$A+B=(f_L-f_R)\coth\frac{eV}{2k\Theta},\qquad
\int(A+B)\,dE=eV\coth\frac{eV}{2k\Theta}\equiv K.$$

Also $(f_L-f_R)^2=A+B-f_L(1-f_L)-f_R(1-f_R)$. Each of the last two terms integrates to $k\Theta$, because $f(1-f)=-k\Theta\,df/dE$. The integrated variance is thus $TK-T^2(K-2k\Theta)$.

The two eigenchannels contribute separately. Different eigenvectors of $t^\dagger t$ give orthogonal transmitted states and orthogonal reflected states, and unitarity sends the inputs from the right into the remaining states of the same pairs. An energy strip $dE$ supplies $dE/h$ slots per unit time, so for constant $T_n$

$$S=\frac{2e^2}{h}\left[2k\Theta\sum_nT_n^2+eV\coth\frac{eV}{2k\Theta}\sum_nT_n(1-T_n)\right].$$

For $k\Theta\ll eV$ this returns the result of part (b). For $V\to0$, $K\to2k\Theta$ and $S\to4k\Theta G$. That is thermal noise, equal for both devices; $F$ itself is undefined at $V=0$ because $I=0$.

At 0.05 K and 0.20 mV, $eV/(2k\Theta)=23.2$, so the thermal noise at zero bias corresponds to $1/23.2=0.043$ in units of $2eI$. Subtracting it from the formula for constant $T_n$ leaves $0+0.0431-0.0431=0$ for A and $0.5+\tfrac12(0.0431)-0.0431=0.478$ for B. With the energy-dependent barrier of part (d), the excess values are 0.001 with the field on and 0.472 with it off. These values assume that the reservoirs stay at 0.05 K under bias. Real leads are heated by the dissipated power. If the 500 Ω series resistance of part (d) lay in the leads, 250 Ω each, and heat left only by electron diffusion (Wiedemann–Franz law), the electrons near the contact would reach about 0.14 K. The excess values would then be about 0.075 and 0.51. The states remain clearly distinct, but the field-on excess would be set by heating rather than by partition noise.

At 4.2 K the total noise is 3.62 with the field on and 3.65 with it off, in units of $2eI$. The difference is below 1% of the total. In this contact at this bias, the distinction needs temperatures well below that of liquid helium, or a very precise noise measurement. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Conductance quantum per spin e^2/h: 38.740 uS = 25.813 kohm inverse
Bias: 0.20 mV; ideal current: 7.748 nA
Attempt rate per channel: 48.36 GHz; slots in 1 us: 48360
filter (1,0): P(0,1,2) = 0.000, 1.000, 0.000
  mean per slot 1.000; variance 0.000; Fano 0.000
  ideal noise S: 0.000 x 1e-27 A^2/Hz
  count spread in 1 us: 0.0 electrons
  chain: transmitted per slot 1.0000; Fano 0.0010
half-open (1/2,1/2): P(0,1,2) = 0.250, 0.500, 0.250
  mean per slot 1.000; variance 0.500; Fano 0.500
  ideal noise S: 1.241 x 1e-27 A^2/Hz
  count spread in 1 us: 155.5 electrons
  chain: transmitted per slot 1.0000; Fano 0.5005
Tilted filter, up/down probabilities: 0.500, 0.500
Wrong Fano from those probabilities: 0.500
Partial filter T=(0.7,0.3): P = 0.40, Fano = 0.420
Contact: |g| = 10, field = 6.0 T, hbar omega = 1.50 meV
Zeeman splitting: 3.473 meV
field on: T1 = 0.99931, T2 = 0.00069, G/(e^2/h) = 1.00000
  0 K Fano: at Fermi level 0.00138; over bias window 0.00143
  0.05 K: S/(2eI) total 0.0444, excess 0.0014
  4.20 K: S/(2eI) total 3.6198, excess 0.0006
field off: T1 = 0.50000, T2 = 0.50000, G/(e^2/h) = 1.00000
  0 K Fano: at Fermi level 0.50000; over bias window 0.49281
  0.05 K: S/(2eI) total 0.5152, excess 0.4721
  4.20 K: S/(2eI) total 3.6500, excess 0.0307
kT at 0.05 K: 4.309 ueV; eV/(2kT) = 23.21
Next subband spacing: 6.0 meV; its largest T with field: 1.75e-08
Lead density: 5.0e+11 cm^-2; effective mass: 0.026 m_e
Lead Fermi energy: 46.04 meV; spin polarization: 3.77 percent
Rashba parameter: 0.010 eV nm; spin-orbit energy: 0.0171 meV
Well width: 10.0 nm; diamagnetic shift estimate: 0.398 meV
With that full shift uncorrected: G/(e^2/h) = 0.99647, Fano = 0.00379
Series resistance: 500 ohm; voltage share: 1.90 percent
Measuring frequency: 1.0 MHz; hf/eV = 2.07e-05
```
